# Expected number of vacancies in a 10 nm silicon sphere

**Question**

I have been given this exercise: a silicon sphere of 10 nm diameter is in equilibrium at 1600 K, and the formation free energy of a vacancy is 3.6 eV. What is the expected number of vacancies in the sphere?

I know that the vacant fraction is a Boltzmann factor, but three things stop me.

1. The derivation I know minimises the free energy with respect to the number of vacancies and uses Stirling's formula. When I put in the numbers I get far less than one vacancy. Stirling's formula cannot hold there, so is the result worth anything?
2. Should I multiply by the number of atoms or by the number of lattice sites? The atom that leaves its site has to go somewhere.
3. What does a number of vacancies below one mean for a single sphere?

I would also like to know how far to trust the answer for a real particle of this size.

**Answer**

The Boltzmann factor survives, but for a sphere this small it should be derived from a sum over states and not from a minimum. That sum also settles the other two points.

**What the 3.6 eV contains**

Let \(G\) be the free energy needed to make a vacancy at one given interior site and to put the displaced atom on the surface. The word "given" matters. \(G\) includes the change in the atomic vibrations and, as I read the exercise, the sum over the charge states and local distortions of the vacancy. It does not include the entropy that comes from the choice of site, because we shall count the sites ourselves. Including it in both places would count it twice.

I assume that the sphere is a solid crystal, that every site is like a site in bulk silicon, and that vacancies do not influence each other. The last assumption means that \(n\) vacancies at specified sites cost \(nG\). Summing the Boltzmann factors of all microstates with that pattern of vacancies gives

\[
e^{-(G_0+nG)/kT}=e^{-G_0/kT}\,x^n,\qquad x=e^{-G/kT},
\]

where \(G_0\) is the free energy of the perfect sphere, \(k\) is the Boltzmann constant and \(T\) the temperature. The first factor is common to all patterns and cancels from every average. What remains is a weight \(x\) for each vacancy.

**Counting with a fixed number of sites**

Suppose first that there are \(M\) sites, each occupied (weight 1) or vacant (weight \(x\)). The sites are independent, so the sum over all patterns is a product:

\[
Z=(1+x)^M .
\]

To extract the mean, write the same sum as \(Z=\sum_n W_n x^n\), where \(W_n\) is the number of patterns with \(n\) vacancies. Since \(x\,d(x^n)/dx=n x^n\),

\[
\langle n\rangle=\frac{\sum_n nW_nx^n}{\sum_n W_nx^n}
=\frac{x}{Z}\frac{dZ}{dx}=x\,\frac{d\ln Z}{dx}.
\]

With \(\ln Z=M\ln(1+x)\) this gives

\[
\langle n\rangle=\frac{Mx}{1+x}.
\]

No Stirling formula was used, so the result holds for a mean below one.

**Counting with a fixed number of atoms**

In your sphere it is the number of atoms, \(N\), that is fixed. A displaced atom stays on the surface and occupies a new site there, so \(n\) vacancies go with \(N+n\) sites. The number of patterns is now

\[
W_n=\binom{N+n}{n}.
\]

To sum \(W_nx^n\), write all sites in one list. The \(N\) atoms in the list leave \(N+1\) gaps: one before the first atom, one after the last, and \(N-1\) between neighbours in the list. A pattern is fixed by saying how many vacancies lie in each gap, and each gap may hold \(0,1,2,\dots\) of them. The sum is therefore a product of \(N+1\) equal geometric series:

\[
Z=\sum_{n=0}^{\infty}\binom{N+n}{n}x^n
=(1+x+x^2+\dots)^{N+1}=(1-x)^{-(N+1)} .
\]

Then \(\ln Z=-(N+1)\ln(1-x)\), and

\[
\langle n\rangle=x\,\frac{d\ln Z}{dx}=\frac{(N+1)x}{1-x}.
\]

This simple count does not follow the shape of the surface, but it shows what the extra sites do. Compared with the plain product \(Nx\), the result is larger by the factor \((1+1/N)/(1-x)\). For \(N\gg1\) and \(x\ll1\) that factor is close to one, and the fixed-site result also tends to \(Nx\) when \(M\) is set equal to \(N\). So your second question has no numerical consequence here, and

\[
\boxed{\;\langle n\rangle\simeq N e^{-G/kT}\;}
\]

**Where the usual minimum fits in**

For a large crystal with many vacancies, Stirling's formula gives

\[
\ln W_n\simeq (N+n)\ln(N+n)-N\ln N-n\ln n .
\]

The total free energy is \(G_0+nG-kT\ln W_n\). Its derivative with respect to \(n\) must vanish. The two constants \(+1\) and \(-1\) from differentiating the logarithms cancel, which leaves

\[
G-kT\ln\frac{N+n}{n}=0
\quad\Rightarrow\quad \frac{n}{N+n}=x
\quad\Rightarrow\quad n=\frac{Nx}{1-x}.
\]

This is the most probable number in a large crystal, and there it agrees with the mean. In a small sphere the two differ: the most probable number is zero, while the mean is a small positive number. The exercise asks for the mean.

**The number of atoms**

The cubic cell of silicon has edge \(a=0.54310\) nm and contains 8 atoms. The atomic density is

\[
\frac{8}{a^3}=49.94\ \text{nm}^{-3},
\]

and each atom takes up \(\Omega=a^3/8=0.02002\) nm³. The volume of the sphere of diameter \(d\) is

\[
V=\frac{\pi d^3}{6}=\frac{\pi\,(10\ \text{nm})^3}{6}=523.6\ \text{nm}^3 .
\]

Hence

\[
N=49.94\times523.6\simeq2.615\times10^4 .
\]

A sphere cut from a lattice does not contain precisely this number, because the count depends on where its centre lies in the cell. I counted the lattice points inside the sphere on a computer for 40 random centres. The counts ran from 26085 to 26193, with a mean of 26153. The spread is well below one per cent and does not matter here.

**The Boltzmann factor and the result**

The thermal energy is

\[
kT=(8.6173\times10^{-5}\ \text{eV/K})(1600\ \text{K})=0.13788\ \text{eV},
\]

so that

\[
\frac{G}{kT}=\frac{3.6}{0.13788}=26.11,\qquad
x=e^{-26.11}=4.58\times10^{-12}.
\]

The expected number is

\[
\langle n\rangle=(2.615\times10^4)(4.58\times10^{-12})
\simeq1.2\times10^{-7}.
\]

As a density this is \(x\) times the atomic density, or about \(2.3\times10^{11}\) cm⁻³. The density looks large because a cubic centimetre is enormous beside the sphere.

**What a mean of \(10^{-7}\) says about one sphere**

A sphere never contains a ten-millionth of a vacancy. It contains none or, rarely, one. The probability of none is the \(n=0\) term divided by \(Z\):

\[
P_0=\frac1Z=(1-x)^{N+1}\simeq e^{-(N+1)x}\simeq e^{-\langle n\rangle},
\]

where \(\ln(1-x)\simeq-x\) was used. The probability of at least one vacancy is therefore

\[
1-P_0\simeq1-e^{-\langle n\rangle}\simeq\langle n\rangle
\qquad(\langle n\rangle\ll1).
\]

So \(1.2\times10^{-7}\) is also the probability of finding a vacancy if you look at one moment. Among many equal, independent spheres, about one in 8.4 million holds a vacancy. Equivalently, one sphere watched for long enough holds a vacancy for that fraction of the time. "Long enough" means that vacancies must have entered from the surface and left again many times.

The scatter follows from the same sum. Applying \(x\,d/dx\) to \(\langle n\rangle=x Z'/Z\) gives \(\langle n^2\rangle-\langle n\rangle^2\), because one term comes from differentiating the numerator and the other from differentiating \(Z\) in the denominator. Thus

\[
\langle n^2\rangle-\langle n\rangle^2
=x\frac{d}{dx}\frac{(N+1)x}{1-x}
=\frac{(N+1)x}{(1-x)^2}\simeq\langle n\rangle .
\]

The standard deviation is about \(\sqrt{\langle n\rangle}\), which is far larger than the mean when the mean is small. The mean thus describes a collection of spheres, or a long time, and not a typical snapshot.

The opposite limit is a large sphere. At fixed \(T\) and \(G\), \(\langle n\rangle\) grows as \(d^3\), so the diameter at which one vacancy is expected is

\[
d_1=d\,\langle n\rangle^{-1/3}\simeq2.0\times10^{3}\ \text{nm},
\]

or about 2 micrometres. Even there a sphere is empty with probability \(e^{-1}\), a little over one third. Well above this size the relative scatter \(1/\sqrt{\langle n\rangle}\) becomes small, and the minimum of the free energy describes each single sphere.

**How sensitive the answer is to \(G\)**

If the true free energy is \(G+\delta G\), the expected number is multiplied by \(e^{-\delta G/kT}\). Lowering \(G\) by 0.1 eV raises the number by a factor 2.07. The second digit of \(1.2\times10^{-7}\) thus has meaning only if 3.6 eV is taken as exact. A shift of 0.05 eV either way already moves the result between about \(0.8\times10^{-7}\) and \(1.7\times10^{-7}\).

It also matters that 3.6 eV is a free energy. With \(G=H-TS\), where \(H\) is the formation enthalpy and \(S\) the formation entropy without the choice of site,

\[
e^{-G/kT}=e^{S/k}\,e^{-H/kT}.
\]

If 3.6 eV were the enthalpy and the entropy were \(5k\), a value assumed for illustration, the answer would be 148 times larger.

For the same reason you should not keep \(G=3.6\) eV when you change the temperature. Using \(dG/dT=-S\) at constant pressure, and holding \(N\) fixed,

\[
\frac{d\ln\langle n\rangle}{dT}
=-\frac{1}{kT}\frac{dG}{dT}+\frac{G}{kT^2}
=\frac{TS+G}{kT^2}=\frac{H}{kT^2}.
\]

The slope with temperature is set by the enthalpy, although the value at one temperature is set by the free energy.

**What a real 10 nm sphere changes**

The estimates below use rough or assumed inputs. They show sizes and are not corrections to be multiplied together.

*Curvature.* The displaced atom enlarges the sphere by a volume \(\Omega\). For a sphere of radius \(R=d/2\), \(dA/dV=(8\pi R)/(4\pi R^2)=2/R=4/d\), so the surface area \(A\) grows by \(4\Omega/d\). With a surface energy \(\gamma\) of roughly 1.2 J/m², this costs

\[
\delta G=\frac{4\gamma\Omega}{d}
=\frac{4(1.2\ \text{J/m}^2)(2.002\times10^{-29}\ \text{m}^3)}{10^{-8}\ \text{m}}
\simeq0.06\ \text{eV}.
\]

If 3.6 eV is a bulk value, the expected number falls to 0.65 of the result above. Relaxation of the lattice around the vacancy, which changes the volume, is left out.

*Sites near the surface.* A shell of thickness \(t=0.5\) nm contains the fraction

\[
f=1-\left(1-\frac{2t}{d}\right)^3=1-0.9^3=0.271
\]

of the atoms. Suppose that \(G\) is lower there by \(\Delta=0.5\) eV, an assumed value. The total is then multiplied by

\[
(1-f)+f e^{\Delta/kT}=1+f\left(e^{\Delta/kT}-1\right)\simeq11 .
\]

A quarter of the sites would then supply most of the vacancies. The answer \(1.2\times10^{-7}\) should be read as a count of bulk-like vacancies.

*Charge states.* I took \(G\) to include them. If 3.6 eV described the neutral vacancy alone, and two charged states each cost 0.2 eV more (again assumed), the weight of a vacant site would be

\[
x\left(1+2e^{-0.2\,\text{eV}/kT}\right)\simeq1.47\,x .
\]

*Pairs.* Each atom has four bonds and each bond joins two atoms, so there are about \(2N\) neighbouring pairs of sites. If two adjacent vacancies bind with an energy \(B\) of roughly 1.6 eV, the expected number of such pairs is

\[
2N x^2e^{B/kT}\simeq1.2\times10^{-13},
\]

about a millionth of the number of single vacancies. Neglecting interactions is safe for these inputs.

*Thermal expansion.* I used the room-temperature lattice parameter. If the 10 nm are measured at 1600 K, and the linear expansion coefficient is roughly \(4\times10^{-6}\) K⁻¹ over the 1300 K of heating, the sphere contains 1.5 % fewer atoms.

**Is the sphere still solid?**

This is the most serious reservation. Bulk silicon melts near 1700 K; the estimate below uses \(T_m=1690\) K as input. A small particle can melt at a lower temperature, because its surface contributes to the balance between solid and liquid. Let \(L\) be the latent heat per atom. If the difference in heat capacity between solid and melt is ignored, the solid is favoured by \(L(1-T/T_m)\) per atom. A solid sphere in melt, with interface energy \(\gamma_{sl}\), then has the free energy relative to melt

\[
F(R)=-\frac{4\pi R^3}{3\Omega}L\left(1-\frac{T}{T_m}\right)+4\pi R^2\gamma_{sl}.
\]

There are two reasonable criteria. The first is \(dF/dR=0\). This point is a maximum of \(F(R)\), so the balance is unstable: at a higher temperature a sphere of this radius shrinks, and at a lower temperature it grows. The condition reads

\[
\frac{4\pi R^2}{\Omega}L\left(1-\frac{T}{T_m}\right)=8\pi R\gamma_{sl}
\;\Rightarrow\;
L\left(1-\frac{T}{T_m}\right)=\frac{2\gamma_{sl}\Omega}{R}=\frac{4\gamma_{sl}\Omega}{d}.
\]

The whole sphere and the same amount of melt have equal free energies when \(F=0\), which replaces \(2/R\) by \(3/R\), and so 4 by 6. Hence

\[
T=T_m\left(1-\frac{c\,\gamma_{sl}\Omega}{Ld}\right),\qquad c=4\ \text{or}\ 6 .
\]

With \(\gamma_{sl}\) roughly 0.4 J/m² and a latent heat of roughly 50 kJ/mol, which is 0.518 eV per atom, the two temperatures are about 1620 K and 1590 K. Both are close to 1600 K, and the inputs are too rough to say on which side the true value lies: with \(\gamma_{sl}=0.3\) J/m² both estimates would be above 1600 K. For a free particle there is no surrounding melt. If the change of density on melting is ignored, the comparison of an all-solid with an all-liquid particle (\(c=6\)) then has \(\gamma_{sl}\) replaced by the difference between the solid and liquid surface energies. If melting proceeds through a liquid skin, the outer surface stays the same as the skin thickens, and the \(c=4\) condition keeps \(\gamma_{sl}\). These estimates therefore do not decide whether the sphere is solid. The exercise assumes that it is; in a liquid drop a lattice vacancy has no meaning.

**Beside real silicon nanocrystals**

If a silicon nanocrystal is embedded in silicon dioxide, its surface is an interface with the oxide, and the surface energy and shell values used above would change. Before using a published formation energy, check whether it is an enthalpy or a free energy: a positive formation entropy makes \(G\) at 1600 K lower than the enthalpy. In a real particle the sites near the surface are not bulk-like; with the shell values assumed above, this raises the total by a factor of about eleven. For the exercise as stated, the answer is \(1.2\times10^{-7}\) vacancies per sphere. For a real particle that is still solid, neither the leading digit nor the order of magnitude should be trusted: the assumed shell and entropy values above already give factors of about eleven and 148. With inputs near those used here a vacancy in the interior is very rare, but a low enthalpy together with a large entropy would change that: with assumed values of 3.0 eV and \(10k\), about 0.2 vacancies would be expected. The estimates above do not cover the surface itself. About a tenth of the atoms in a sphere cut from the lattice have missing bonds, and removing one of them may cost much less. With an assumed cost of 1 eV, about two vacancies would be expected there.
